**Pinched-off barrier patches and soft reverse current**

A disc of radius R, with barrier lower by Δ, is pinched off when F < Δ/R, where F is the slope of the electron energy at the interface. Its saddle lies below the surrounding barrier by Δ[1 − (1 − (FR/Δ)^(2/3))^(3/2)], which follows the one-third power of band bending for a small disc; image-force lowering follows the one-quarter power. The program asserts the saddle depth and lowering against numerical maximisation of a potential integrated from its boundary values. It also asserts the pinch-off condition, both powers in the full parabolic band, the local power of the disc, and the neck area in the cold limit. Further assertions cover the thermionic prefactor and the tunnelling routine on a parabolic barrier. In the example, raising the reverse bias from 1 V to 10 V multiplies the patch current by 12.5, the background by 1.83 and the total by 3.69. A control disc whose lowering matches the image force at 1 V carries less current at 10 V, so the larger power alone does not produce softness.

## Check in Python

```python
# RESULT UNDER TEST
# A disc of radius R with barrier lower by D, in a contact of barrier Phi,
# is pinched off when F < D/R. Its saddle lies below Phi by
#   D*(1-(1-(F*R/D)**(2/3))**1.5)  ->  1.5*(D*R**2)**(1/3)*F**(2/3),
# which grows as (band bending)**(1/3) for a small disc. The image force
# lowers a uniform barrier by 2*sqrt(c*F), as (band bending)**(1/4).
# F: slope of electron energy at the interface (eV/nm); V: band bending (V);
# c: image constant e^2/(16 pi eps) (eV nm); z: depth; rho: distance from axis.
# Lengths are in nm and energies in eV unless a name or comment says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import ellipk, ellipe

e = sc.e
eps_r = 11.7                  # silicon
eps = eps_r * sc.epsilon_0
T = 300.0
kT = sc.k * T / e
N = 5e21                      # donors, m^-3
Nc = 2.8e25                   # conduction-band density of states, m^-3, rough
Phi = 0.6                     # rough barrier of tantalum silicide on n-Si
D, R = 0.3, 10.0              # chosen patch parameters
density_cm2 = 1e9             # chosen patch density
density = density_cm2 * 1e-14  # per nm^2
A_star = 112.0                # A cm^-2 K^-2, rough, n-type silicon
coulomb = e / (4 * np.pi * eps) * 1e9   # eV nm
c = coulomb / 4


def field(V):
    return np.sqrt(2 * e * N * V / eps) * 1e-9


def width(V):
    return np.sqrt(2 * eps * V / (e * N)) * 1e9


def band(z, V):
    return V * (1 - z / width(V))**2 - V


nodes, weights = np.polynomial.legendre.leggauss(60)
angles = 2 * np.pi * np.arange(240) / 240


def h_quad(rho, z, radius):
    """Half-space Laplace solution integrated from its boundary values."""
    r = radius * (nodes + 1) / 2
    w = radius * weights / 2
    d2 = (r[:, None]**2 + rho**2 + z**2
          - 2 * r[:, None] * rho * np.cos(angles)[None, :])
    return np.sum(w * r * np.mean(z / d2**1.5, axis=1))


def h_gradient(rho, z, radius):
    """Gradient of the disc solution by complete elliptic integrals."""
    outer = (radius + rho)**2 + z**2
    inner = (radius - rho)**2 + z**2
    m = 4 * radius * rho / outer
    K, E = ellipk(m), ellipe(m)
    root = np.pi * np.sqrt(outer)
    h_z = -(K + (radius**2 - rho**2 - z**2) / inner * E) / root
    h_r = -z / rho * (-K + (radius**2 + rho**2 + z**2) / inner * E) / root
    return h_r, h_z


def barrier_top(potential, low=0.05, high=60.0):
    res = minimize_scalar(lambda z: -potential(z), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-8})
    return res.x, -res.fun


def disc(F, depth, radius):
    """Closed forms: saddle depth, lowering, neck area per kT, exponent."""
    s = (depth * radius**2 / F)**(1 / 3)
    z0 = np.sqrt(s**2 - radius**2)
    low = depth * (1 - (1 - (F * radius / depth)**(2 / 3))**1.5)
    return z0, low, 4 * np.pi * s**2 / (3 * F * z0), F * z0 / (2 * low)


def neck_area(F, depth, radius, kt):
    """Boltzmann-weighted area of the steepest-ascent surface of the saddle."""
    z0 = disc(F, depth, radius)[0]
    start = 0.01 * z0

    def rhs(length, y):
        rho, z, u, area = y
        h_r, h_z = h_gradient(rho, z, radius)
        g_r, g_z = -depth * h_r, -F - depth * h_z
        g = np.hypot(g_r, g_z)
        return [g_r / g, g_z / g, g, 2 * np.pi * rho * np.exp(-u / kt)]

    def at_interface(length, y):
        return y[1] - 1e-3 * z0

    def negligible(length, y):
        return y[2] - 25 * kt

    at_interface.terminal = True
    negligible.terminal = True
    sol = solve_ivp(rhs, (0, 20 * (z0 + radius)),
                    [start, z0, 0.0, np.pi * start**2],
                    events=(at_interface, negligible), rtol=1e-8, atol=1e-10)
    assert sol.status == 1
    return sol.y[3, -1]


h2m = sc.hbar**2 / (0.19 * sc.m_e * e) * 1e18   # lightest Si mass, eV nm^2


def tunnel_gain(z, U):
    """Thermal flux with tunnelling over the classical flux (WKB below top)."""
    dz = z[1] - z[0]
    i = int(np.argmax(U))
    curvature = -(U[i + 1] - 2 * U[i] + U[i - 1]) / dz**2
    quantum = np.sqrt(h2m * curvature)
    below = np.linspace(0, 0.15, 301)
    action = np.array([np.sum(np.sqrt(np.clip(U - U[i] + d, 0, None)))
                       for d in below]) * dz * np.sqrt(2 / h2m)
    above = np.linspace(0, 0.5, 2001)
    part_b = trapezoid(np.exp(below / kT) / (1 + np.exp(2 * action)), below)
    part_a = trapezoid(np.exp(-above / kT)
                       / (1 + np.exp(-2 * np.pi * above / quantum)), above)
    return (part_a + part_b) / kT


# --- disc potential: closed forms against integration of boundary values
assert abs(h_quad(0, 7.0, R) - (1 - 7 / np.hypot(7, R))) < 1e-9
step = 1e-3
num_r = (h_quad(4 + step, 9, R) - h_quad(4 - step, 9, R)) / (2 * step)
num_z = (h_quad(4, 9 + step, R) - h_quad(4, 9 - step, R)) / (2 * step)
assert np.allclose([num_r, num_z], h_gradient(4.0, 9.0, R), atol=1e-6)

# --- saddle depth and lowering against numerical maximisation
V_zero = Phi - kT * np.log(Nc / N)
biases = np.array([1.0, 10.0])
bends = V_zero + biases
fields = field(bends)
for F in fields:
    z_num, u_num = barrier_top(lambda z: -F * z - D * h_quad(0, z, R))
    z0, low, _, _ = disc(F, D, R)
    assert abs(z_num - z0) < 1e-3 and abs(-u_num - low) < 1e-7

# --- pinch-off condition: inner maximum only for F < D/R
z_grid = np.linspace(0.05, 40, 800)
h_grid = np.array([h_quad(0, z, R) for z in z_grid])
assert np.argmax(-0.9 * D / R * z_grid - D * h_grid) > 0
assert np.argmax(-1.1 * D / R * z_grid - D * h_grid) == 0

# --- image energy as work, its lowering, and both powers in the full band
work = quad(lambda x: coulomb / (2 * x)**2, 3.0, np.inf)[0]
assert abs(work - c / 3.0) < 1e-9


def low_patch_band(V):
    return -barrier_top(lambda z: band(z, V) - D * h_quad(0, z, 1.0))[1]


def low_image_band(V):
    return -barrier_top(lambda z: band(z, V) - c / z)[1]


def log_slope(f, x, q=1.02):
    return np.log(f(x * q) / f(x / q)) / (2 * np.log(q))


power_patch = log_slope(low_patch_band, 2.0)
power_image = log_slope(low_image_band, 2.0)
assert abs(power_patch - 1 / 3) < 0.01
assert abs(power_image - 1 / 4) < 0.005
assert abs(low_image_band(2.0) / (2 * np.sqrt(c * field(2.0))) - 1) < 0.01
point_2V = 1.5 * D**(1 / 3) * field(2.0)**(2 / 3)
assert abs(low_patch_band(2.0) / point_2V - 1) < 0.04  # finite disc size

# --- opening ratio F*R/D at which the local power has fallen to 1/4
x_quarter = ((np.sqrt(5) - 1) / 2)**1.5


def low_numeric(F):
    return -barrier_top(lambda z: -F * z - D * h_quad(0, z, R))[1]


assert abs(log_slope(low_numeric, x_quarter * D / R, 1.001) / 2 - 0.25) < 1e-4
for F in fields:
    assert abs(log_slope(low_numeric, F, 1.001) / 2 - disc(F, D, R)[3]) < 1e-4

# --- neck area in the cold limit, and its power of the band bending
for F in fields:
    cold = neck_area(F, D, R, kT / 20) / (disc(F, D, R)[2] * kT / 20)
    assert abs(cold - 1) < 0.02
shrink = (neck_area(field(8.0), D, 0.3, kT / 100)
          / neck_area(field(2.0), D, 0.3, kT / 100))
assert abs(shrink / 4**(-2 / 3) - 1) < 0.03

# --- thermionic flux from the Maxwell distribution
flux_x = quad(lambda x: x * np.exp(-x * x), 0, np.inf)[0]
side = quad(lambda x: np.exp(-x * x), -np.inf, np.inf)[0]
J_num = 2 * e / sc.h**3 * (2 * sc.m_e * sc.k * T)**2 / sc.m_e * flux_x * side**2
J_law = 4 * np.pi * e * sc.m_e * sc.k**2 * T**2 / sc.h**3
assert abs(J_num / J_law - 1) < 1e-8

# --- tunnelling routine against the known result for a parabolic barrier
zp = np.linspace(-8, 8, 6401)
u = np.sqrt(h2m * 0.01) / kT
assert abs(tunnel_gain(zp, -0.005 * zp**2) / (u / 2 / np.sin(u / 2)) - 1) < 0.01

# --- worked example
J_bare = A_star * T**2 * np.exp(-Phi / kT)
print(f"barrier {Phi} eV, patch depth {D} eV, radius {R} nm")
print(f"donors {N*1e-6:.1e} cm^-3, patches {density_cm2:.1e} cm^-2")
print(f"T {T:.0f} K, kT {kT*1e3:.2f} meV, relative permittivity {eps_r}")
print(f"A* {A_star:.0f} A/cm2K2, Nc {Nc*1e-6:.1e} cm^-3 (rough)")
print(f"zero-bias band bending {V_zero:.3f} V")
print(f"patch area fraction {density*np.pi*R**2*100:.3f} %")
print(f"current density without lowering {J_bare:.3e} A/cm2")
print(f"full-band powers: patch {power_patch:.4f}, image {power_image:.4f}")
print(f"F*R/D where patch power is 1/4: {x_quarter:.4f}")
J_image, J_patch, low_i, low_p, areas, ridge = [], [], [], [], [], []
for bias, V, F in zip(biases, bends, fields):
    z0, low, per_kT, power = disc(F, D, R)
    area = per_kT * kT
    image = 2 * np.sqrt(c * F)
    point = 1.5 * (D * R**2)**(1 / 3) * F**(2 / 3)
    low_i.append(image)
    low_p.append(low)
    areas.append(area)
    ridge.append(neck_area(F, D, R, kT))
    J_image.append(J_bare * np.exp(image / kT))
    J_patch.append(J_bare * density * area * np.exp(low / kT))
    both = -barrier_top(lambda z: -F * z - D * h_quad(0, z, R) - c / z)[1]
    bent = -barrier_top(lambda z: band(z, V) - D * h_quad(0, z, R))[1]
    print(f"REVERSE BIAS {bias:.0f} V: band bending {V:.3f} V")
    print(f" field {F*10:.4f} MV/cm, depletion width {width(V):.0f} nm")
    print(f" F*R/D {F*R/D:.3f}, saddle depth {z0:.2f} nm")
    print(f" patch lowering {low*1e3:.1f} meV (small-disc law {point*1e3:.1f})")
    print(f" image lowering {image*1e3:.1f} meV at {np.sqrt(c/F):.2f} nm")
    print(f" local patch power {power:.3f}, neck area {area:.0f} nm2")
    print(f" neck area, surface integral/harmonic {ridge[-1]/area:.3f}")
    print(f" background {J_image[-1]:.3e}, patches {J_patch[-1]:.3e} A/cm2")
    print(f" total {J_image[-1]+J_patch[-1]:.3e} A/cm2")
    print(f" neglected: image force at saddle {(both-low)*1e3:+.2f} meV")
    print(f" neglected: band curvature {(bent-low)*1e3:+.2f} meV")
ratio = bends[1] / bends[0]
grow_i = J_image[1] / J_image[0]
grow_p = J_patch[1] / J_patch[0]
grow_t = (J_image[1] + J_patch[1]) / (J_image[0] + J_patch[0])
grow_r = ridge[1] / ridge[0] * np.exp((low_p[1] - low_p[0]) / kT)
print("GROWTH FROM 1 V TO 10 V")
print(f" band bending x{ratio:.3f}, its 1/12 power {ratio**(1/12):.3f}")
print(f" background x{grow_i:.2f}, patches x{grow_p:.2f}, total x{grow_t:.2f}")
print(f" patches: Boltzmann x{np.exp((low_p[1]-low_p[0])/kT):.1f},"
      f" neck x{areas[1]/areas[0]:.3f}")
print(f" patches with surface-integral neck x{grow_r:.2f}")
R_weak = np.sqrt((low_i[0] / (1.5 * fields[0]**(2 / 3)))**3 / D)
only_power = np.exp(low_i[0] * (ratio**(1 / 3) - 1) / kT)
weak = [neck_area(F, D, R_weak, kT) * np.exp(disc(F, D, R_weak)[1] / kT)
        for F in fields]
print(f"CONTROL: radius {R_weak:.2f} nm, lowering as image force at 1 V")
print(f" Boltzmann factor by 1/3 power x{only_power:.2f}")
print(f" its current, surface-integral neck x{weak[1]/weak[0]:.2f}")

# --- sizes of the remaining neglected effects
F = fields[1]
z = np.arange(0.1, 60, 0.005)
gain_i = tunnel_gain(z, -F * z - c / z)
gain_p = tunnel_gain(z, -F * z - D * (1 - z / np.hypot(z, R)))
spacing = density**-0.5
k = np.arange(-60, 61) * spacing
d2 = k[:, None]**2 + k[None, :]**2
d2 = d2[d2 > 0]
z0 = disc(fields[0], D, R)[0]
neighbours = np.sum(D * R**2 * z0 / (2 * (d2 + z0**2)**1.5))
donor_gap = N**(-1 / 3) * 1e9
tau, n_i, critical = 1e-6, 1e10, 0.3   # s, cm^-3, MV/cm: rough inputs
J_gen = e * n_i * width(bends[1]) * 1e-7 / tau
print("OTHER NEGLECTED EFFECTS")
print(f" tunnelling at 10 V: background x{gain_i:.3f}, patch x{gain_p:.3f}")
print(f" neighbours: spacing {spacing:.0f} nm, {neighbours*1e3:.2f} meV at 1 V")
print(f" donors: spacing {donor_gap:.0f} nm, energy {coulomb/donor_gap*1e3:.2f} meV")
print(f" mobile tail: field {-50*kT/bends[0]:.2f} % at 1 V; N/Nc {N/Nc:.1e}")
print(f" generation {J_gen:.1e} A/cm2 (lifetime {tau*1e6:.0f} us, ni {n_i:.0e} cm^-3)")
print(f" field at 10 V / rough breakdown field {critical} MV/cm: {F*10/critical:.2f}")
print("verified")
```

It prints:

```
barrier 0.6 eV, patch depth 0.3 eV, radius 10.0 nm
donors 5.0e+15 cm^-3, patches 1.0e+09 cm^-2
T 300 K, kT 25.85 meV, relative permittivity 11.7
A* 112 A/cm2K2, Nc 2.8e+19 cm^-3 (rough)
zero-bias band bending 0.377 V
patch area fraction 0.314 %
current density without lowering 8.393e-04 A/cm2
full-band powers: patch 0.3284, image 0.2506
F*R/D where patch power is 1/4: 0.4859
REVERSE BIAS 1 V: band bending 1.377 V
 field 0.0461 MV/cm, depletion width 597 nm
 F*R/D 0.154, saddle depth 15.76 nm
 patch lowering 119.4 meV (small-disc law 129.2)
 image lowering 23.8 meV at 2.58 nm
 local patch power 0.304, neck area 519 nm2
 neck area, surface integral/harmonic 0.923
 background 2.110e-03, patches 4.415e-04 A/cm2
 total 2.551e-03 A/cm2
 neglected: image force at saddle +1.94 meV
 neglected: band curvature -0.97 meV
REVERSE BIAS 10 V: band bending 10.377 V
 field 0.1267 MV/cm, depletion width 1638 nm
 F*R/D 0.422, saddle depth 8.81 nm
 patch lowering 213.3 meV (small-disc law 253.3)
 image lowering 39.5 meV at 1.56 nm
 local patch power 0.262, neck area 172 nm2
 neck area, surface integral/harmonic 0.891
 background 3.866e-03, patches 5.539e-03 A/cm2
 total 9.405e-03 A/cm2
 neglected: image force at saddle +3.45 meV
 neglected: band curvature -0.30 meV
GROWTH FROM 1 V TO 10 V
 band bending x7.536, its 1/12 power 1.183
 background x1.83, patches x12.55, total x3.69
 patches: Boltzmann x37.8, neck x0.332
 patches with surface-integral neck x12.11
CONTROL: radius 0.79 nm, lowering as image force at 1 V
 Boltzmann factor by 1/3 power x2.42
 its current, surface-integral neck x0.85
OTHER NEGLECTED EFFECTS
 tunnelling at 10 V: background x1.360, patch x1.047
 neighbours: spacing 316 nm, 0.07 meV at 1 V
 donors: spacing 58 nm, energy 2.10 meV
 mobile tail: field -0.94 % at 1 V; N/Nc 1.8e-04
 generation 2.6e-07 A/cm2 (lifetime 1 us, ni 1e+10 cm^-3)
 field at 10 V / rough breakdown field 0.3 MV/cm: 0.42
verified
```
